# Shockley surface state in an inverted gap and the Cu(111) surface band

**Q.** A band gap is an interval of energy in which the crystal has no states. How can a clean Cu(111) surface carry an electron band inside one?

**A.** Copper is a metal, and its bulk does have states at the Fermi level. The gap meant here is narrower in scope: for a fixed, small wavevector along the surface, there is an interval of energy with no bulk states. Among waves with that wavevector, the gap excludes those that stay bounded throughout an infinite crystal. It does not exclude solutions that grow exponentially in one direction. If the crystal ends, the growing side can be replaced by vacuum, and the solution is acceptable if it joins smoothly to a wave that decays outside. Whether it can join is decided by its slope at the surface.

Take one electron in a mean-field potential, with motion along the surface normal $z$ first. The crystal fills $z<0$. With layer spacing $d$, put the last atomic plane at $z=-d/2$, so $z=0$ is a mirror plane of the continued periodic potential. Write
$$T=\frac{\hbar^2}{2m_e},\qquad p=\frac{\pi}{d},\qquad E_p=Tp^2,$$
$$V(z)=V_0-2W\cos(2pz),\qquad z<0 .$$
At the zone boundary the waves $e^{ipz}$ and $e^{-ipz}$ have equal kinetic energy, and the potential couples them by $-W$. Their even combination $\cos pz$ has energy $V_0+E_p-W$, and the odd one, $\sin pz$, has $V_0+E_p+W$.

**Q.** For $W>0$ your potential is highest on the atoms. Atoms attract electrons.

**A.** Here $V$ is an effective potential for the valence electrons. A weak local attraction at the atoms would give $W<0$, with the s-like wave $\sin pz$, which peaks on the atoms, at the bottom of the gap. I call that order ordinary. In copper the lower edge at the L point is p-like: it has a node on the atoms, as $\cos pz$ does. Orthogonality to the core and mixing with the d states reverse the effective sign. This model does not derive the reversal; it takes the inverted order, $W>0$, as an input.

**Q.** Then show me the solution inside the gap.

**A.** It must decay into the crystal, towards negative $z$. Try, with $q>0$,
$$\psi=e^{qz}\cos(pz+\delta)=\tfrac12\left[e^{i\delta}e^{(q+ip)z}+e^{-i\delta}e^{(q-ip)z}\right].$$
The kinetic operator multiplies the first exponential by
$$-T(q+ip)^2=E_p-Tq^2-2iTpq .$$
The potential brings the second exponential into the first with factor $-W$. Collecting the terms in $e^{(q+ip)z}$ gives
$$\left[E_p-Tq^2-2iTpq-(E-V_0)\right]e^{i\delta}-We^{-i\delta}=0 .$$
Multiply by $e^{-i\delta}$ and separate real and imaginary parts:
$$W\cos2\delta=E_p-Tq^2-(E-V_0),\qquad W\sin2\delta=2Tpq .$$
The terms in $e^{(q-ip)z}$ give the complex conjugate equation. The potential also creates waves with $\pm3p$, which are dropped for now.

Let $e=E-V_0-E_p$ be the energy from midgap and $u=Tq^2$. Squaring and adding the two relations gives
$$(e+u)^2+4E_pu=W^2 .$$
This is a quadratic equation in $u$, and the root that vanishes at the gap edges is
$$Tq^2=-(e+2E_p)+\sqrt{4E_p^2+4E_pe+W^2}.$$
Since $q>0$ requires $\sin2\delta>0$, $\delta$ runs from $0$ at the lower edge to $\pi/2$ at the upper edge. The slope at the surface is
$$L_C=\frac{\psi'(0)}{\psi(0)}=q-p\tan\delta .$$

**Q.** Why should that slope fit the vacuum?

**A.** Start with a step barrier at vacuum level $E_V$. Outside, $\psi\propto e^{-\kappa z}$ with $\kappa=\sqrt{(E_V-E)/T}$, so the crystal must supply the slope $-\kappa$. With $w=W/(2E_p)$ the second relation reads $q=wp\sin2\delta$, and matching becomes
$$\tan\delta-w\sin2\delta=\frac{\kappa}{p}.$$
For $W<E_p$, so that $2w<1$, the left side rises from $0$ to infinity, because its derivative $\sec^2\delta-2w\cos2\delta$ is positive. The energy rises with $\delta$ too:
$$E=V_0+E_p-W\cos2\delta-E_pw^2\sin^22\delta,$$
$$\frac{dE}{d\delta}=2W\sin2\delta\,(1-w\cos2\delta)>0 ,$$
where $4E_pw^2=2Ww$ was used. So as $E$ goes up the left side rises from zero while $\kappa$ falls. They meet once, provided that $E_V$ lies above the lower edge.

In an ordinary gap $W$ changes sign and $\delta$ runs from $-\pi/2$ to $0$. Then $L_C=q+p|\tan\delta|$ is positive, and no decaying exponential fits.

For a small gap, $w\to0$, one has $\tan\delta=\kappa/p$ and
$$E\approx V_0+E_p-W\,\frac{p^2-\kappa^2}{p^2+\kappa^2}.$$
A hard wall, $\kappa\gg p$, pushes the state to the upper edge. A soft one leaves it near the lower edge. The depth $1/q$ grows as $1/W$, so a narrow gap holds the state loosely.

**Q.** You used two plane waves. Perhaps the difference between the two kinds of gap comes from that truncation.

**A.** It holds for the full one-dimensional problem with a mirror plane at $z=0$. Let $\chi=\partial\psi/\partial E$. Differentiating $\psi''=(V-E)\psi/T$ with respect to $E$ gives $\chi''=(V-E)\chi/T-\psi/T$, hence
$$(\psi\chi'-\psi'\chi)'=\psi\chi''-\psi''\chi=-\frac{\psi^2}{T}.$$
Integrate from $-\infty$, where $\psi$ and $\chi$ vanish, to $0$, and divide by $\psi(0)^2$:
$$\frac{dL_C}{dE}=-\frac1T\int_{-\infty}^{0}\frac{\psi^2}{\psi(0)^2}\,dz<0 .$$
Inside the gap $L_C$ can be neither zero nor infinite. If $\psi'(0)$ or $\psi(0)$ vanished, the even or odd mirror continuation of $\psi$ would be a bound state of the perfect infinite crystal, which has none. So $L_C$ keeps one sign. At an even edge it tends to zero, and at an odd edge it diverges. Being a falling function, it goes from $0$ to $-\infty$ in an inverted gap and from $+\infty$ to $0$ in an ordinary one.

The same integration over the vacuum side gives a slope $L_B$ that rises with energy:
$$\frac{dL_B}{dE}=+\frac1T\int_0^\infty\frac{\psi^2}{\psi(0)^2}\,dz .$$
The result depends on where the crystal ends. A cut away from the mirror plane changes $L_C$, and the argument no longer applies as it stands.

**Q.** Where are the phases in this phase matching?

**A.** Insert at $z=0$ a region of zero width at potential $V_0$, where $k=\sqrt{(E-V_0)/T}$. A wave $e^{-ikz}$ runs into the crystal and returns as $e^{i\phi_C}e^{ikz}$. Their sum is proportional to $\cos(kz+\phi_C/2)$. A wave $e^{ikz}$ runs into the barrier and returns as $e^{i\phi_B}e^{-ikz}$, with sum proportional to $\cos(kz-\phi_B/2)$. Taking slopes at $z=0$,
$$\phi_C=-2\arctan\frac{L_C}{k},\qquad \phi_B=2\arctan\frac{L_B}{k}.$$
The two cosines describe one wave if their arguments differ by a multiple of $\pi$:
$$\phi_C+\phi_B=2\pi n .$$
An electron bouncing between crystal and barrier then repeats its phase after a round trip. In the inverted gap $\phi_C$ rises from $0$ to $\pi$, while a step has $-\pi<\phi_B<0$, so the state has $n=0$. In the ordinary gap $\phi_C$ lies between $-\pi$ and $0$; the sum stays between $-2\pi$ and $0$ and never reaches a multiple of $2\pi$. The value of $k$ affects each phase but not the energy, since the condition is equivalent to $L_C=L_B$.

**Q.** Now copper. Does the step barrier give the observed band?

**A.** It gives a state, but at the wrong energy. I use rough typical values, with energies measured from the Fermi level: lattice constant 0.361 nm, gap edges at $-0.9$ and $4.1$ eV, vacuum level at 4.9 eV. Then
$$d=\frac{0.361}{\sqrt3}=0.2084\ \text{nm},\qquad p=15.07\ \text{nm}^{-1},$$
$$E_p=0.03810\times15.073^2=8.656\ \text{eV}.$$
The half gap is $W=2.5$ eV and midgap lies at 1.6 eV, so $V_0=1.6-8.656=-7.056$ eV. Solving the step condition numerically gives $E=0.93$ eV. That state would be empty, whereas the observed band starts roughly 0.4 eV below the Fermi level.

**Q.** So the explanation fails?

**A.** The step is too abrupt. An electron at distance $x$ outside a metal is attracted by its image charge, with potential energy $-C/x$ and $C=e^2/(16\pi\varepsilon_0)=0.360$ eV nm, where $e$ is for this once the elementary charge. To avoid the divergence, let the barrier start at the inner level $V_0$:
$$V(z)=E_V-\frac{C}{z+z_t},\qquad z_t=\frac{C}{E_V-V_0}=\frac{0.360}{11.956}=0.0301\ \text{nm}.$$
With $x=z+z_t$ the equation is $\psi''=[\kappa^2-C/(Tx)]\psi$. Substitute $\psi=xe^{-\kappa x}f$:
$$xf''+2f'-2\kappa xf'-2\kappa f+\frac CTf=0 .$$
In the variable $\zeta=2\kappa x$, after division by $2\kappa$, this is Kummer's equation,
$$\zeta f_{\zeta\zeta}+(2-\zeta)f_\zeta-(1-\nu)f=0,\qquad \nu=\frac{C}{2T\kappa}.$$
The solution that makes $\psi$ decay is the confluent hypergeometric function $f=U(1-\nu,2,\zeta)$. Hence
$$L_B=\frac1{z_t}-\kappa+2\kappa\,\frac{U'(1-\nu,2,2\kappa z_t)}{U(1-\nu,2,2\kappa z_t)},$$
where the prime on $U$ means the derivative with respect to its last argument.

The numerical root of $L_C=L_B$ is $E=-0.474$ eV. The crystal side can be followed by hand. Here $e=-0.474-1.6=-2.074$ eV, and
$$Tq^2=-15.238+15.302=0.064\ \text{eV},\qquad q=1.293\ \text{nm}^{-1},$$
$$\sin2\delta=\frac{2\times0.03810\times15.073\times1.293}{2.5}=0.594,\qquad \delta=0.318,$$
$$L_C=1.293-15.073\tan0.318=-3.67\ \text{nm}^{-1}.$$
With $k=13.14$ nm$^{-1}$ the phases are $\phi_C=0.173\pi$ and $\phi_B=-0.173\pi$. At this energy a step would demand a slope of $-\kappa\approx-11.9$ nm$^{-1}$. The tail lets the wave reach further out, so a gentler slope suffices, and that slope occurs lower in the gap.

The density envelope $e^{2qz}$ falls by a factor $e$ in $1/(2q)=0.39$ nm, or about 1.9 layers.

**Q.** Can the tail be so soft that the state disappears?

**A.** Yes. With the vacuum level above the gap, as here, the $n=0$ state requires $L_B<0$ at the lower edge. Then $L_C-L_B$ starts positive and falls, and it crosses zero once before $L_B$ first diverges. If $L_B$ is already positive at the lower edge, that crossing is lost and the state has merged with the bulk band. Beyond a divergence of $L_B$ further roots with $n\ge1$ can appear; these are image states. An image tail can also make $L_B$ positive, so the proof that an ordinary gap is empty covers barriers with negative slope, such as the step.

Moving the tail outward by $s$, with the potential held at $V_0$ in between, adds $2ks$ to $\phi_B$. The state is lost when
$$s=-\frac1k\arctan\frac{L_B}{k}\quad\text{at the lower edge},$$
where $L_B$ is the slope before the shift. This gives $s=0.026$ nm. A shift of 0.01 nm already lowers the energy from $-0.47$ to $-0.71$ eV.

**Q.** That is one energy. The observation is a band, with an effective mass of roughly 0.4 electron masses. If the potential depends on $z$ alone, you get the free mass.

**A.** Correct, and so the lateral structure of the crystal has to enter. I let it enter through the gap edges. For wavevector $k_\parallel$ along the surface, let $\epsilon=Tk_\parallel^2$ and measure masses in units of $m_e$:
$$E_b(k_\parallel)=E_b+\frac{\epsilon}{m_b},\qquad E_t(k_\parallel)=E_t+\frac{\epsilon}{m_t}.$$
The vacuum potential is taken to be laterally uniform, so the barrier acts on the normal energy $E-\epsilon$. Matching reads
$$L_C(E,E_b,E_t)=L_B(E-\epsilon).$$
Take differentials, with $L_C'$ and $L_B'$ the derivatives with respect to the energy argument:
$$L_C'\,dE+\frac{\partial L_C}{\partial E_b}dE_b+\frac{\partial L_C}{\partial E_t}dE_t=L_B'(dE-d\epsilon).$$
Solving for $dE$,
$$dE=\alpha_b\,dE_b+\alpha_t\,dE_t+\alpha_v\,d\epsilon,$$
$$\alpha_{b,t}=\frac{\partial L_C/\partial E_{b,t}}{L_B'-L_C'},\qquad \alpha_v=\frac{L_B'}{L_B'-L_C'} .$$
Raising $E$, $E_b$ and $E_t$ together leaves $L_C$ unchanged, so its three derivatives add to zero and the weights add to one. Dividing by $d\epsilon$,
$$\frac1{m_s}=\frac{\alpha_b}{m_b}+\frac{\alpha_t}{m_t}+\alpha_v .$$
For an exact one-dimensional solution, the two integrals found earlier show that $\alpha_v$ is the probability of finding the electron outside the crystal. With the two-wave slope this reading is approximate.

For copper I take $m_b=0.3$ as a rough typical value and choose $m_t=1$. Numerical derivatives at the root give weights 0.648, 0.092 and 0.261, so
$$\frac1{m_s}=\frac{0.648}{0.3}+0.092+0.261=2.51,\qquad m_s=0.40 .$$
The surface electron inherits most of its light mass from the lower edge. Its vacuum part, which moves with the free mass, and its small share of the upper edge, here given the same mass, make it heavier than the lower edge.

Solving the matching condition at finite $k_\parallel$ puts the Fermi crossing at $k_F=2.20$ nm$^{-1}$. The lower edge has then risen to $-0.28$ eV, so the band is still inside the gap where it crosses the Fermi level. With two spins it holds $k_F^2/(2\pi)=0.77$ electrons per nm$^2$.

**Q.** You still owe me the waves with $\pm3p$.

**A.** Their leading effect for a step barrier, at fixed $V_0$ and $W$, has two parts. A component $a\,e^{ipz}$ creates $c\,e^{3ipz}$ with $(9E_p-E_p)c=Wa$, so $c=wa/4$. Acting back, it lowers the energy by $Wc/a=W^2/(8E_p)$. It also changes the surface values:
$$\psi(0)\propto\cos\delta\left(1+\frac w4\right),\qquad \psi'(0)\propto-p\sin\delta\left(1+\frac{3w}4\right).$$
The leading slope $-p\tan\delta$ is thus multiplied by $1+w/2$. To keep the slope demanded by the vacuum, $\tan\delta$ must fall by the fraction $w/2$. Hence $\Delta\delta=-(w/4)\sin2\delta$, and the energy changes by $2W\sin2\delta\,\Delta\delta$. Together,
$$\Delta E\approx-\frac{W^2}{2E_p}\left(\frac14+\frac12\sin^22\delta\right).$$
For $W=0.25$ eV, with midgap and barrier unchanged, this is $-2.37$ meV. Propagating the wave numerically through a full period of the cosine potential, which keeps the higher waves, gives $-2.35$ meV relative to the two-wave energy.

At the copper value $W=2.5$ eV the same propagation moves the step-barrier state from 0.93 to 0.70 eV. Part of that is a shift of the gap edges. If the crystal parameters are readjusted to hold the edges at $-0.9$ and $4.1$ eV, and the image barrier is kept, the image-barrier state moves from $-0.47$ to $-0.53$ eV.

**Q.** What, then, has been explained about real Cu(111)?

**A.** The model gives a band starting near $-0.5$ eV with mass 0.40, beside observed values of roughly $-0.4$ eV and 0.4. The existence of the state follows from the inverted gap and a vacuum slope that is negative at the lower edge. The mass follows from the dispersion of the edges and the leakage into vacuum, and its value rests on the two-wave slope, on the rough input $m_b=0.3$ and on the barrier. Making the upper edge flat changes it only to 0.41, and keeping the higher waves, with the gap edges held fixed, lowers it by about 5%. The input matters more: $m_b=0.25$ or $0.35$ would give a mass of 0.34 or 0.45. So does the barrier, which sets the weights: moving the image tail outward by 0.01 nm gives 0.37, and the step gives 0.48. The energy depends strongly on the barrier: moving the image tail outward by 0.01 nm lowers it by 0.24 eV, and raising the lower edge by 0.1 eV raises it by about 0.065 eV. Agreement to 0.1 eV is therefore not evidence that this barrier is accurate.

At 378 K, a warm operating temperature for a conductor, the thermal energy of 0.033 eV is small beside the depth of the band, so with the edges held fixed its bottom remains occupied. A copper interconnect, however, is covered by a liner or dielectric, and the vacuum slope used here no longer applies. The two barriers above show how much that can matter: with the same crystal, replacing the image tail by a step moves the state by 1.4 eV and empties it. A dielectric with no states at these energies needs its own $L_B$. Where a metal liner has travelling waves at the same energy and wavevector along the surface, the electron can leak into it; no real $L_B$ exists, and the bound state becomes at most a resonance. The clean-surface band should not be assumed to survive under either cover.

Numbers in the example were calculated in double precision.
